\section*{Orbital Partition of the Coupled-Cluster Energy and the Method of Increments}

\section{From the wavefunction to orbital pairs}

\noindent\emph{Q.} Correlation is a property of the whole wavefunction. What could it mean to say that one occupied orbital contributes a definite part of it?

\noindent\emph{A.} It means that the energy expression is a sum over occupied labels. Take a closed-shell restricted Hartree--Fock determinant $|0\rangle$ with real orbitals; $i,j,k$ are occupied and $a,b,c$ virtual. Let $H_N=H-E_{\rm HF}$. Coupled-cluster (CC) theory requires the projection of $e^{-T}H_Ne^{T}|0\rangle$ on $\langle0|$ to equal the correlation energy $E_c$. Since $T$ only excites, $\langle0|T=0$ and $\langle0|e^{-T}=\langle0|$, so
\begin{equation}
E_c=\langle0|H_Ne^{T}|0\rangle .
\end{equation}
This holds for truncated $T$ as well as for full CC.

\noindent\emph{Q.} The exponential contains excitations of every rank. Why should pairs be enough?

\noindent\emph{A.} $H_N$ has at most two-body terms, so it connects $|0\rangle$ only to single and double excitations. Triples and higher clusters influence the energy through the values of the singles and doubles amplitudes, but do not appear in the expression. Singles enter with the Fock elements $F_{ia}$, which vanish for Hartree--Fock orbitals. There remains $T_2+\tfrac12T_1^2$. With $E_{ai}=\sum_\sigma a^\dagger_{a\sigma}a_{i\sigma}$, $T_1=\sum_{ia}t_i^aE_{ai}$ and $T_2=\tfrac12\sum_{ijab}t_{ij}^{ab}E_{ai}E_{bj}$,
\begin{equation}
T_2+\tfrac12T_1^2=\tfrac12\sum_{ijab}\tau_{ij}^{ab}E_{ai}E_{bj},\qquad
\tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b=\tau_{ji}^{ba}.
\end{equation}

\noindent\emph{Q.} Please do the spin sum explicitly; factors of two are easily lost there.

\noindent\emph{A.} Write $K_{ij}^{ab}=(ia|jb)$, so that $K_{ij}^{ba}=(ib|ja)$. For opposite spins, the $\alpha\beta$ and $\beta\alpha$ parts of $E_{ai}E_{bj}$ are equal after relabelling, which cancels the $\tfrac12$. The determinant $i\alpha\to a\alpha$, $j\beta\to b\beta$ has coefficient $\tau_{ij}^{ab}$ and matrix element $K_{ij}^{ab}$, without exchange. Its class contributes $\sum_{ijab}\tau_{ij}^{ab}K_{ij}^{ab}$.

For two $\alpha$ electrons, take $i<j$ and $a<b$. Four terms of the sum lead to the same determinant, two with each sign, giving the coefficient $\tfrac12(2\tau_{ij}^{ab}-2\tau_{ij}^{ba})$. The matrix element is $K_{ij}^{ab}-K_{ij}^{ba}$. Coefficient and matrix element both change sign under $i\leftrightarrow j$ and under $a\leftrightarrow b$, so their product does not, and the ordered sum is a quarter of the free sum:
\begin{align}
E_{\alpha\alpha}&=\tfrac14\sum_{ijab}(\tau_{ij}^{ab}-\tau_{ij}^{ba})(K_{ij}^{ab}-K_{ij}^{ba})\nonumber\\
&=\tfrac14\sum_{ijab}\left(\tau_{ij}^{ab}K_{ij}^{ab}-\tau_{ij}^{ab}K_{ij}^{ba}-\tau_{ij}^{ba}K_{ij}^{ab}+\tau_{ij}^{ba}K_{ij}^{ba}\right)\nonumber\\
&=\tfrac12\sum_{ijab}\tau_{ij}^{ab}(K_{ij}^{ab}-K_{ij}^{ba}).
\end{align}
The last line exchanges the names $a,b$ in the third and fourth terms. The $\beta\beta$ part is equal. Adding all classes gives
\begin{equation}
E_c=\sum_{ij}e_{ij},\qquad
e_{ij}=\sum_{ab}\tau_{ij}^{ab}\left[2(ia|jb)-(ib|ja)\right].
\label{pair}
\end{equation}
Both factors are unchanged when $(i,a)$ and $(j,b)$ are interchanged, hence $e_{ij}=e_{ji}$.

\noindent\emph{Q.} And the orbital contributions?

\noindent\emph{A.} Cluster-in-molecule methods collect one row of this matrix. Divide-expand-consolidate methods divide the occupied orbitals into disjoint sets $P,Q,\ldots$ and collect blocks:
\begin{align}
E_c&=\sum_iE_i, & E_i&=\sum_je_{ij},\label{cim}\\
E_c&=\sum_PE_P+\sum_{P<Q}\Delta E_{PQ}, &
E_P&=\sum_{i,j\in P}e_{ij},\quad
\Delta E_{PQ}=2\sum_{i\in P,\,j\in Q}e_{ij}.\label{dec}
\end{align}
The factor 2 counts $ij$ and $ji$. No term has been neglected. If the orbitals do not satisfy $F_{ia}=0$, add $2\sum_aF_{ia}t_i^a$ to $E_i$. A perturbative triples correction such as (T) is a separate energy term, not contained in Eq.~(\ref{pair}), and needs its own partition.

\section{What the terms mean}

\noindent\emph{Q.} If I mix the occupied orbitals, do I get the same $E_i$?

\noindent\emph{A.} No; under a general mixing only their sum is invariant. Let $|i'\rangle=\sum_i|i\rangle U_{ii'}$ with $U$ orthogonal. The excited determinants of each rank span the same space as before, so the CC equations have the same solution $T$, written in other coordinates: $\tau_{i'j'}^{ab}=\sum_{ij}U_{ii'}U_{jj'}\tau_{ij}^{ab}$. The bracket $L_{ij}^{ab}$ in Eq.~(\ref{pair}) transforms in the same way. Therefore
\begin{equation}
\sum_{i'j'}\tau_{i'j'}^{ab}L_{i'j'}^{ab}
=\sum_{ijkl}\Big(\sum_{i'}U_{ii'}U_{ki'}\Big)\Big(\sum_{j'}U_{jj'}U_{lj'}\Big)\tau_{ij}^{ab}L_{kl}^{ab}
=\sum_{ij}\tau_{ij}^{ab}L_{ij}^{ab},
\end{equation}
because each parenthesis is a Kronecker delta. A single $E_{i'}$ lacks the sum over $i'$ and has no such protection. If $U$ mixes orbitals only within the fragments of Eq.~(\ref{dec}), the same argument applies to each block, so $E_P$ and $\Delta E_{PQ}$ are unchanged too. Giving half of the pair energy $2e_{ij}$ to each partner is a further convention. The $E_i$ are bookkeeping quantities, not observables.

\noindent\emph{Q.} Show me a case.

\noindent\emph{A.} Put four H$_2$ molecules in a row, with bond length 1.4 bohr and 3.0 bohr between facing atoms of neighbours, and use CCSD (singles and doubles) in the 6-31G basis. There are 4 occupied and 12 virtual orbitals. Boys localization maximizes $\sum_i|\langle i|\mathbf r|i\rangle|^2$. All occupied orbitals here are $\sigma$ orbitals about the $z$ axis, so only $z$ has nonzero elements among them. The sum of all squared elements $z_{ij}^2$ is invariant under $U$, so the diagonal part is largest when the off-diagonal part is zero: one diagonalizes $z$ in the occupied space. The resulting orbitals 1 to 4 are centred on successive molecules.

The total is $E_c=-100.316$ millihartree (m$E_{\rm h}$), or $-263.38$ kJ/mol. In m$E_{\rm h}$, the localized $E_i$ are $-24.971,-25.188,-25.188,-24.971$, while the canonical ones are $-23.387,-24.280,-25.587,-27.062$. Both sets add to the same total within rounding. These numbers illustrate the bookkeeping and are far from converged in the basis: in cc-pVDZ, $E_c$ becomes $-143.58$, the localized $E_i$ become $-35.53,-36.26,-36.26,-35.53$, and $2e_{12}$ moves from $-1.185$ to $-2.030$ m$E_{\rm h}$. Unless stated otherwise, all values below are for 6-31G. For the first localized orbital,
\begin{equation}
E_1=-24.3316-\tfrac12(1.1853+0.0844+0.0081)=-24.9705\ {\rm m}E_{\rm h},
\end{equation}
where the parenthesis holds the magnitudes of $2e_{12}$, $2e_{13}$ and $2e_{14}$. Their fall with distance is what local methods exploit. With $P=\{1,2\}$ and $Q=\{3,4\}$, Eq.~(\ref{dec}) reads $2(-49.4675)-1.3811=-100.3161$ m$E_{\rm h}$.

\noindent\emph{Q.} Does ``exact'' then mean that CCSD is exact?

\noindent\emph{A.} No. The partition reproduces the energy of whichever CC wavefunction supplied the amplitudes. For orbitals 1 and 2 correlated with the others frozen, full configuration interaction gives $-49.620$ m$E_{\rm h}$. Equation~(\ref{pair}), evaluated with $\tau_{ij}^{ab}$ set to the opposite-spin doubles coefficients of that wavefunction divided by the coefficient of $|0\rangle$ (the normalization of $e^{T}|0\rangle$), gives the same value, although the wavefunction also contains triples and quadruples. CCSD gives $-49.559$ m$E_{\rm h}$ for the same problem.

\section{Energies of separate calculations}

\noindent\emph{Q.} The method of increments also writes the energy as one-orbital terms, pair terms and so on. Is it the same partition in other words?

\noindent\emph{A.} It is a different one. Equation~(\ref{pair}) reads one calculation. The method of increments combines many, each correlating a subset $R$ of the occupied orbitals while the rest stay frozen but doubly occupied. The frozen orbitals still contribute their mean field, so the Fock matrix is unchanged. Amplitudes with an index outside $R$ are set to zero and their equations dropped. The derivation of Eq.~(\ref{pair}) then applies within $R$:
\begin{equation}
\varepsilon_R=\sum_{i,j\in R}e_{ij}^{R}.
\end{equation}
The superscript matters, since the amplitudes depend on which other orbitals are correlated. Increments are defined recursively, over nonempty proper subsets:
\begin{equation}
\Delta\varepsilon_S=\varepsilon_S-\sum_{R\subset S}\Delta\varepsilon_R .
\label{rec}
\end{equation}
Moving the sum to the left gives $\varepsilon_S=\sum_{R\subseteq S}\Delta\varepsilon_R$. For $S$ equal to the full occupied set this is $E_c$, so the complete expansion is exact by construction. Its truncation is in general an approximation.

\noindent\emph{Q.} Can the two be compared term by term?

\noindent\emph{A.} Yes, once the recursion is solved. The solution is
\begin{equation}
\Delta\varepsilon_S=\sum_{R\subseteq S}(-1)^{|S|-|R|}\varepsilon_R,\qquad \varepsilon_\emptyset=0 .
\label{mob}
\end{equation}
To verify it, insert $\varepsilon_R=\sum_{Q\subseteq R}\Delta\varepsilon_Q$ on the right. The coefficient of $\Delta\varepsilon_Q$ is the sum of $(-1)^{|S|-|R|}$ over all $R$ between $Q$ and $S$. With $n=|S|-|Q|$, and $m$ the number of elements of $S$ missing from $R$, it equals $\sum_m\binom nm(-1)^m=(1-1)^n$. This is 1 for $Q=S$ and 0 otherwise.

Now set $e_{ij}^R=0$ unless both $i$ and $j$ lie in $R$, and apply the same inversion to each element:
\begin{equation}
\Delta e_{ij}^S=\sum_{R\subseteq S}(-1)^{|S|-|R|}e_{ij}^R,\qquad
\Delta\varepsilon_S=\sum_{ij}\Delta e_{ij}^S,\qquad
e_{ij}^C=\sum_{S\subseteq C}\Delta e_{ij}^S .
\label{link}
\end{equation}
The last relation is the inverse of the first, for any set $C$. With $C$ the full set, it says that one pair energy of Eq.~(\ref{pair}) collects pieces of increments of many orders.

\noindent\emph{Q.} At least the two-orbital increment must be the pair energy.

\noindent\emph{A.} In general it is not. For $S=\{i,j\}$,
\begin{align}
\Delta\varepsilon_{ij}&=\varepsilon_{\{i,j\}}-\varepsilon_{\{i\}}-\varepsilon_{\{j\}}\nonumber\\
&=2e_{ij}^{\{i,j\}}+\left(e_{ii}^{\{i,j\}}-e_{ii}^{\{i\}}\right)+\left(e_{jj}^{\{i,j\}}-e_{jj}^{\{j\}}\right).
\end{align}
Correlating $j$ changes the amplitudes of the pair $ii$, and the increment includes that change. For orbitals 1 and 2 the pair part is $-1.175$ m$E_{\rm h}$ and the diagonal change is $+0.153$ m$E_{\rm h}$, so $\Delta\varepsilon_{12}=-1.022$ m$E_{\rm h}$. The pair energy from the full calculation is $2e_{12}=-1.185$ m$E_{\rm h}$. The two do coincide when the amplitudes are independent of the correlated set, as in the canonical second-order case treated below.

\noindent\emph{Q.} What is left for three orbitals, if the Hamiltonian has only two-body forces?

\noindent\emph{A.} Changes of amplitudes, and nothing else. Let $|S|\ge3$ and suppose that $e_{ij}^R$ had the same value for every $R$ containing $i$ and $j$. The signs in Eq.~(\ref{link}) would then add to $(1-1)^n$, where $n$ is the number of orbitals in $S$ other than $i$ and $j$. Since $n\ge1$, the result would be zero. The energy expression ends at pairs, but the amplitudes inside it know about the other orbitals. In the example, $2e_{12}$ is $-1.1748$, $-1.1843$ and $-1.1853$ m$E_{\rm h}$ when the correlated sets are $\{1,2\}$, $\{1,2,3\}$ and all four.

\section{How a third orbital enters}

\noindent\emph{Q.} By what route does it reach the amplitudes of $i$ and $j$?

\noindent\emph{A.} Second-order perturbation theory (MP2) isolates one route. Keep the virtual orbitals canonical, with energies $\epsilon_a$, and let the occupied block $F_{ik}$ be general. From $[E_{pq},E_{ai}]=\delta_{qa}E_{pi}-\delta_{pi}E_{aq}$ and $F_{ia}=0$, the Fock operator $\hat F=\sum_{pq}F_{pq}E_{pq}$ obeys
\begin{equation}
[\hat F,E_{ai}]=\epsilon_aE_{ai}-\sum_kF_{ik}E_{ak}.
\end{equation}
At first order the doubles component of $[\hat F,T_2]|0\rangle$ must cancel that of the perturbation, $\tfrac12\sum_{ijab}(ia|jb)E_{ai}E_{bj}|0\rangle$. Apply the commutator to both factors in $T_2$, exchange the names of $k$ and the replaced occupied index, and collect the coefficient of $\tfrac12E_{ai}E_{bj}$. For a correlated set $R$,
\begin{equation}
(ia|jb)+(\epsilon_a+\epsilon_b)t_{ij}^{ab}-\sum_{k\in R}\left(F_{ik}t_{kj}^{ab}+F_{jk}t_{ik}^{ab}\right)=0 .
\end{equation}
A third orbital acts through off-diagonal $F_{ik}$. With canonical orbitals $F_{ik}=\epsilon_i\delta_{ik}$ and
\begin{equation}
t_{ij}^{ab}=\frac{(ia|jb)}{\epsilon_i+\epsilon_j-\epsilon_a-\epsilon_b},
\end{equation}
which does not depend on $R$. By the preceding argument, all canonical MP2 increments beyond pairs vanish. The three-orbital sum is indeed zero in the canonical calculation, and $-0.031$ m$E_{\rm h}$ in the localized one.

\noindent\emph{Q.} That speaks for canonical orbitals in the method of increments.

\noindent\emph{A.} Only in the sense that their MP2 series ends at pairs; it does not follow that any of the pairs can be dropped. In CCSD the electron repulsion couples the amplitudes directly: it can replace an excitation $k\to c$ by $j\to b$, so $t_{ik}^{ac}$ feeds $t_{ij}^{ab}$ even when $F$ is diagonal. In the example the canonical three-orbital CCSD sum is $-14.588$ m$E_{\rm h}$. Here are the errors of the truncated sums, as truncated minus full CCSD energy in m$E_{\rm h}$:
\begin{center}
\begin{tabular}{lrrr}
highest order kept & 1 & 2 & 3\\
localized & 3.240 & 0.040 & 0.001\\
canonical & 76.685 & 11.267 & $-3.321$
\end{tabular}
\end{center}
In cc-pVDZ the localized errors are 5.64, 0.053 and 0.001. The canonical series overshoots at third order. Of these two sets, only the localized one makes early truncation useful here, whereas Eq.~(\ref{pair}) is exact in either.

\section{Where approximation enters the exact partition}

\noindent\emph{Q.} But if the exact $E_i$ require the full calculation, nothing has been saved.

\noindent\emph{A.} Correct. The saving comes from replacing the amplitudes by those of a smaller cluster $C(i)$ around $i$, and exactness is given up at that point. With $E_i^{C}=\sum_{j\in C(i)}e_{ij}^{C(i)}$,
\begin{equation}
E_i-E_i^C=\sum_{j\notin C(i)}e_{ij}+\sum_{j\in C(i)}\left(e_{ij}-e_{ij}^{C(i)}\right).
\label{err}
\end{equation}
The first sum contains missing pairs, the second changed amplitudes. For clusters of an orbital and its nearest neighbours, the two parts summed over $i$ are $-0.1770$ and $+0.0173$ m$E_{\rm h}$. The cluster total, $-100.1565$ m$E_{\rm h}$, therefore lies $0.1597$ m$E_{\rm h}$ above full CCSD. The virtual space was kept whole throughout; truncating it, as practical local methods also do, brings a further error not measured here.

\noindent\emph{Q.} Is this just the increment expansion cut off at the cluster size?

\noindent\emph{A.} No. Insert Eq.~(\ref{link}) for both energies:
\begin{equation}
E_c-\sum_iE_i^C=\sum_i\ \sum_{S\ni i,\;S\not\subseteq C(i)}\ \sum_j\Delta e_{ij}^S .
\end{equation}
The cluster method keeps orbital $i$'s share of an increment when $S$ fits into $C(i)$. Take $S=\{1,2,3\}$. It fits into $C(2)=\{1,2,3\}$, but not into $C(1)=\{1,2\}$ or $C(3)=\{2,3,4\}$. Orbital 2's share is kept and the other two are lost. An increment truncation keeps or drops $\Delta\varepsilon_{123}$ as a whole.

\noindent\emph{Q.} Could one restore the missing pairs without going to the full system for everything?

\noindent\emph{A.} That is the purpose of pair fragments in Eq.~(\ref{dec}). Take single orbitals as fragments, $e_{ii}$ from $C(i)$ and $e_{ij}$ from $C(i)\cup C(j)$. All pairs are now present and the total is $-100.3528$ m$E_{\rm h}$, which is $0.0367$ m$E_{\rm h}$ below full CCSD. The pair-fragment total is therefore not an upper bound to the full CCSD energy, and with the result for nearest-neighbour clusters above, energies built from cluster amplitudes have here erred on both sides. In cc-pVDZ the two errors are $+0.201$ and $-0.038$ m$E_{\rm h}$, with the same signs.

The sign can be traced. Four of the six unions are the whole chain and give exact pair energies; this chain is too short to show a saving. The pairs 12 and 34, equivalent by symmetry, are each too weak by $1.1853-1.1843=0.0010$ m$E_{\rm h}$, an error of $+0.0020$ together. The diagonal terms must then be too negative by $0.0367+0.0020=0.0387$ m$E_{\rm h}$. The nearest-neighbour clusters above use the same diagonal terms, whose correction is thus $+0.0387$ m$E_{\rm h}$. Their net amplitude change was $+0.0173$ m$E_{\rm h}$, so their off-diagonal terms supply $0.0173-0.0387=-0.0214$ m$E_{\rm h}$, a partial cancellation. The numerical check computes the cluster and pair-fragment totals from its subset calculations and tests the increment form of the cluster error, whose increments are formed from all 15 subset calculations; the split into diagonal and off-diagonal parts is arithmetic on the rounded results, so its last digit is uncertain.

\section*{Values computed for the example and the checks}
\begin{verbatim}
H-H bond, gap between molecules: 1.4 3.0 bohr
occupied, virtual orbitals: 4 12
RHF energy: -4.486952 Eh
centroids of localized orbitals 1-4: 0.702 5.100 9.500 13.898 bohr
CCSD correlation energy, canonical: -100.3161 mEh
the same, converted: -263.380 kJ/mol
sum of localized E_i: -100.3161 mEh
E_i localized, i=1-4: -24.9705 -25.1876 -25.1876 -24.9705 mEh
E_i canonical, i=1-4: -23.3872 -24.2801 -25.5872 -27.0616 mEh
e_ii localized, i=1-4: -24.3316 -23.9507 -23.9507 -24.3316 mEh
2 e_12 full system: -1.1853 mEh
2 e_13 full system: -0.0844 mEh
2 e_14 full system: -0.0081 mEh
2 e_23 full system: -1.2041 mEh
2 e_24 full system: -0.0844 mEh
2 e_34 full system: -1.1853 mEh
fragments P=12, Q=34: E_P, E_Q, dE_PQ: -49.4675 -49.4675 -1.3811 mEh
2 e_12 from subsets 12, 123, 1234: -1.1748 -1.1843 -1.1853 mEh
increment 1: -24.4186 mEh
increment 2: -24.1193 mEh
increment 3: -24.1193 mEh
increment 4: -24.4186 mEh
increment 12: -1.0215 mEh
increment 13: -0.0617 mEh
increment 14: -0.0051 mEh
increment 23: -1.0290 mEh
increment 24: -0.0617 mEh
increment 34: -1.0215 mEh
increment 123: -0.0177 mEh
increment 124: -0.0017 mEh
increment 134: -0.0017 mEh
increment 234: -0.0177 mEh
increment 1234: -0.0009 mEh
increment 12: part 2e_12, change of e_11+e_22: -1.1748 0.1532 mEh
localized increments, sums of orders 1-4: -97.0758 -3.2006 -0.0389 -0.0009 mEh
localized, error after orders 1-4: 3.2404 0.0397 0.0009 0.0000 mEh
canonical increments, sums of orders 1-4: -23.6312 -65.4176 -14.5883 3.3210 mEh
canonical, error after orders 1-4: 76.6849 11.2673 -3.3210 -0.0000 mEh
MP2 localized, sums of orders 1-4: -67.9281 -3.2613 -0.0309 -0.0003 mEh
MP2 canonical, sums of orders 1-4: -22.2303 -48.9903 -0.0000 0.0000 mEh
cluster E_i (nearest neighbours), i=1-4: -24.9291 -25.1491 -25.1491 -24.9291 mEh
cluster total, error: -100.1565 0.1597 mEh
full minus cluster: missing pairs, amplitude change: -0.1770 0.0173 mEh
pair-fragment (union clusters) total, error: -100.3528 -0.0367 mEh
orbital 1 alone: diagonalization, CCSD: -24.4186 -24.4186 mEh
orbitals 1,2: FCI eigenvalue, its pair sum, CCSD: -49.6203 -49.6203 -49.5594 mEh
\end{verbatim}
